# Haldane Chern Numbers from Link Variables, and When Coarse Meshes Fail

A coarse-mesh calculation of a Chern number can return a perfect integer that is wrong. For a Haldane model with the parameters below, a \(4\times4\) momentum mesh gives 0, although the lower band has \(C=-1\). Rounding error is not to blame: the method returns integers by construction, so integer output cannot reveal the fault. One needs to know which plaquette lost its flux, and why.

## The model and its true answer

The Haldane model has two sublattices with energies \(\pm M\), nearest-neighbour hopping \(t_1\), and second-neighbour hopping \(t_2\) with phase \(\phi\). Let \(\theta_i=\mathbf k\cdot\mathbf a_i\), with primitive vectors of length \(a\) at \(60^\circ\). Up to a multiple of the unit matrix, which leaves the eigenvectors unchanged,
\[
H=\begin{pmatrix} d_z & f^*\\ f & -d_z\end{pmatrix},\qquad f=t_1(1+e^{i\theta_1}+e^{i\theta_2}),
\]
\[
d_z=M-2t_2\sin\phi\,S,\qquad S=\sin\theta_1-\sin\theta_2+\sin(\theta_2-\theta_1).
\]
Here \(f=d_x+id_y\), and \(H\) is periodic in both angles, so the mesh closes on itself. I take \(\phi=\pi/2\), \(t_1=1.3\) eV, \(t_2=10\) meV and \(M=45\) meV.

Write \(f=|f|e^{i\alpha}\) and \(z=d_z/|\mathbf d|\). The lower state, with energy \(-|\mathbf d|\), is
\[
u=\left(\sqrt{\tfrac{1-z}{2}},\;-e^{i\alpha}\sqrt{\tfrac{1+z}{2}}\right).
\]
With \(A=i\langle u|\partial u\rangle\), derivatives of the real amplitudes cancel by normalization, leaving
\[
A=-\tfrac{1+z}{2}\,\partial\alpha .
\]
The Chern number is \(C=(1/2\pi)\int\Omega\), with \(\Omega=\partial_1A_2-\partial_2A_1\).

This gauge can fail only where \(f=0\). Cut a small disc around each zero and apply Stokes' theorem to the rest of the zone. The disc boundaries enter with a minus sign. If \(\alpha\) winds \(w\) times around a zero, then
\[
C=-\frac1{2\pi}\sum\oint A=\sum w\,\frac{1+z}{2}=\frac12\sum w\,\mathrm{sgn}(d_z).
\]
The last step uses \(z=\pm1\) at a zero and \(\sum w=0\).

The zeros are \(K=(2\pi/3,4\pi/3)\), with \(w=+1\) and \(S=3\sqrt3/2\), and \(K'=(4\pi/3,2\pi/3)\), with both signs reversed. Therefore
\[
C=\tfrac12[\mathrm{sgn}(M-M_c)-\mathrm{sgn}(M+M_c)],\qquad M_c=3\sqrt3\,t_2\sin\phi .
\]
Here \(M_c=51.96\) meV, so \(C=-1\). Direct integration of the curvature gives \(-1.000002\).

## Sixteen points by hand

Set \(\theta_1=\pi i/2\), \(\theta_2=\pi j/2\). The values of \(f/t_1\) are

| i | j=0 | j=1 | j=2 | j=3 |
|---|---|---|---|---|
| 0 | \(3\) | \(2+i\) | \(1\) | \(2-i\) |
| 1 | \(2+i\) | \(1+2i\) | \(i\) | \(1\) |
| 2 | \(1\) | \(i\) | \(-1\) | \(-i\) |
| 3 | \(2-i\) | \(1\) | \(-i\) | \(1-2i\) |

(In the table entries \(i\) is the imaginary unit.) Neighbouring phases differ by at most \(90^\circ\). Since \(t_2\ll t_1\), \(z\) is small at all these points.

Consider the overlap of two neighbouring states \(a,b\) with phase difference \(\Delta=\alpha_b-\alpha_a\). To first order in \(z\), with \(s=(z_a+z_b)/2\),
\[
\langle u_a|u_b\rangle\simeq\tfrac12[(1-s)+(1+s)e^{i\Delta}]
=e^{i\Delta/2}\left[\cos\tfrac\Delta2+i s\sin\tfrac\Delta2\right].
\]
Its phase is therefore
\[
\frac\Delta2+\frac{z_a+z_b}{2}\tan\frac\Delta2 .\tag{1}
\]

Multiply the overlaps around the plaquette containing \(K\), in the order \((1,2)\to(2,2)\to(2,3)\to(1,3)\to(1,2)\). There \(f/t_1=i,-1,-i,1\), so every \(\Delta\) is \(\pi/2\). The total phase is \(\pi+\varepsilon\), where \(\varepsilon=\sum z\), because \(\tan(\pi/4)=1\) and each corner belongs to two edges. The corner values are \(S=2,0,2,2\), and \(|f|=t_1\), hence
\[
\varepsilon=\frac{3(M-4t_2)+M}{t_1}=\frac{4M-12t_2}{t_1}.
\]

Define the plaquette flux \(F\) as minus the principal argument of this product. If \(\varepsilon<0\), then \(F=-\pi+|\varepsilon|\). If \(\varepsilon>0\), the argument wraps and \(F=\pi-\varepsilon\). The sign changes at \(M=3t_2=30\) meV, well below \(M_c\).

At \(K'\) the winding is reversed. The phase is \(-\pi-(4M+12t_2)/t_1\), which wraps for \(M\ge0\) to give \(F=-\pi+(4M+12t_2)/t_1\). No other plaquette encloses a winding of \(\alpha\), as the table shows, so the other fluxes are of order \(z\). The total must be a multiple of \(2\pi\), as proved below. It is thus \(-2\pi\) for \(0\le M<3t_2\) and zero just above.

At \(M=45\) meV, \(\varepsilon=(180-120)/1300=0.046\). The \(K\) plaquette reports \(F=\pi-0.046=0.985\pi\), where continuity from small \(M\) would have given \(-1.015\pi\). One lost turn changes the answer from \(-1\) to 0.

## The method in general

On an \(N\times N\) mesh, let \(k+\mu\) be the next point in direction \(\mu\). Form
\[
U_\mu(k)=\langle u(k)|u(k+\mu)\rangle,
\]
\[
F(k)=-\mathrm{Arg}[U_1(k)U_2(k+1)U_1^*(k+2)U_2^*(k)],
\]
\[
C_{\rm mesh}=\frac1{2\pi}\sum_kF(k).
\]
For a small step, \(U\simeq e^{-iA\,\delta\theta}\); the minus sign in \(F\) makes it approximate the flux of \(\Omega\).

A gauge change \(u(k)\to e^{i\chi(k)}u(k)\) multiplies \(U_\mu(k)\) by \(e^{i[\chi(k+\mu)-\chi(k)]}\). Around a closed plaquette these phases cancel, so eigenvectors may be used with whatever phases the diagonalization supplies.

Each link borders two plaquettes, entering one as \(U\) and the other as \(U^*\). The product of all plaquette factors is therefore \(\prod|U|^2>0\), whose phase is zero modulo \(2\pi\). Hence \(\sum F\) is a multiple of \(2\pi\) for every mesh, good or bad, provided no link vanishes. If a flux is exactly \(\pm\pi\), its branch, and so the integer, is undefined.

As a test away from the small-\(t_2\) regime, the integer at \(N=20\), \(t_2=0.2t_1\) was compared with the mass-sign formula for \(\phi=-2,-0.6,0.7,1.9\) and \(M/t_2=-4,-1,1.5,4\). All 16 cases agree.

## Where the missing integer goes

Let \(\Phi_p\) be the true Berry flux through plaquette \(p\), and let \(W_e=e^{-i\int_eA}\) be the transport factor along edge \(e\). Define a real edge correction by
\[
e^{-i\delta_e}=U_eW_e^*/|U_e| .
\]
Around a plaquette the product of the \(W_e\) is \(e^{-i\Phi_p}\). Taking minus the argument of the link product gives
\[
F_p=\Phi_p+\sum_{e\in p}\pm\delta_e-2\pi n_p,
\]
where the integer \(n_p\) brings the result into the principal interval. On summing, each \(\delta_e\) appears twice with opposite signs, so
\[
C_{\rm mesh}=C-\sum_pn_p .\tag{2}
\]
The answer is correct if the unwrapped flux \(\Phi_p+\sum\pm\delta_e\) lies strictly between \(-\pi\) and \(\pi\) in every plaquette. This condition is sufficient; nonzero \(n_p\) could cancel.

For the failing \(4\times4\) plaquette at \(M=45\) meV, the pieces are
\[
-1.00556\pi-0.00913\pi=-1.01469\pi .
\]
Adding \(2\pi\) gives the reported \(0.98531\pi\), so \(n=-1\). No other plaquette wraps, and equation (2) reads \(0=-1-(-1)\).

The true flux itself exceeds \(\pi\) in magnitude. At \(K\), \(d_z<0\), so the gauge above is regular there and
\[
\Phi=\oint A=-\pi-\tfrac12\oint z\,d\alpha .
\]
Away from \(K\), \(d_z\) grows and becomes positive. When its weighted average on the boundary is positive, \(\Phi\) passes \(-\pi\).

Equation (2) also locates false transitions. As \(M\) varies on a fixed mesh with the physical gap open, each \(F\) is continuous unless it crosses \(\pm\pi\) or a link vanishes. Only there can the integer jump while the true Chern number stays fixed.

## How fast the false transition approaches the true one

Take \(t_2\ll t_1\) and \(N\ge4\) not divisible by 3, so that \(K\) lies inside a plaquette. Equation (1) puts its flux at the branch boundary when
\[
\sum_{\rm edges}(z_a+z_b)\tan\frac{\Delta_{ab}}2=0,\qquad z\simeq\frac{d_z}{|f|}.\tag{3}
\]
To evaluate this at large \(N\), let \(\mathbf q\) be the displacement from \(K\). The three sine arguments in \(S\) all equal \(2\pi/3\) modulo \(2\pi\) at \(K\). Their changes \(x_i\) obey \(\sum x_i=0\) and \(\sum x_i^2=\tfrac32q^2a^2\). Expanding the sines to second order,
\[
S\simeq\frac{\sqrt3}2\left(3-\frac12\sum x_i^2\right)=\frac{3\sqrt3}2\left(1-\frac{q^2a^2}{4}\right),
\]
\[
d_z\simeq m+\frac{M_ca^2}{4}q^2,\qquad m=M-M_c .
\]
With \(\delta_i=\mathbf q\cdot\mathbf a_i\), the first-order change of \(f\) satisfies
\[
|f|^2=t_1^2(\delta_1^2+\delta_2^2-\delta_1\delta_2)=\tfrac34t_1^2a^2q^2 .
\]
Thus \(|f|=\hbar vq\) with \(\hbar v=\sqrt3t_1a/2\). A linear map with isotropic length and \(w=+1\) is a rotation times a scale, so the angles between corners seen from \(K\) are the \(\Delta\)'s.

A mesh cell is a rhombus of side \(4\pi/(\sqrt3aN)\), made of two equilateral triangles. \(K\) lies at the centre of one of them. Three corners are at distance \(r=4\pi/(3aN)\), and the fourth is at \(2r\). In order round the rhombus, starting from the corner opposite the distant one, the angular steps are \(120^\circ,60^\circ,60^\circ,120^\circ\). Each corner's \(z\) is multiplied by the sum of the tangents on its two sides:
\[
\frac6{\sqrt3},\quad\frac4{\sqrt3},\quad\frac2{\sqrt3}\ (\text{distant corner}),\quad\frac4{\sqrt3}.
\]
Insert \(z=[m/q+(M_ca^2/4)q]/\hbar v\) in (3), and multiply by \(\sqrt3\hbar v\):
\[
\frac mr(6+4+1+4)+\frac{M_ca^2r}{4}(6+4+4+4)=0 .
\]
Hence \(m=-\tfrac{18}{15}M_ca^2r^2/4\), or
\[
\frac{M^*}{M_c}=1-\frac{8\pi^2}{15N^2}+O(N^{-3}).
\]
The meshes \(N=3n+1\) and \(3n+2\) put \(K\) in opposite triangles. This amounts to \(\mathbf q\to-\mathbf q\), so the first correction changes sign. Bisection gives \(N^2(1-M^*/M_c)=5.306\) at \(N=100\) and 5.223 at \(N=101\). Their mean, 5.265, compares with \(8\pi^2/15=5.264\).

On small meshes equation (3) can be used with the actual corner values. For \(N=4,5,7,8,10\), bisection gives \(M^*=30.00,42.23,45.57,48.02,48.97\) meV, in agreement with it to about 0.001 meV.

## What a flux near \(\pi\) does and does not say

At fixed \(M=45\) meV the output is

| \(N\) | integer | largest \(\lvert F\rvert/\pi\) |
|---|---|---|
| 4 | 0 | 0.985 |
| 5 | 0 | 0.993 |
| 6 | −1 | 0.341 |
| 7 | −1 | 0.999 |
| 8 | −1 | 0.990 |
| 9 | −1 | 0.334 |
| 10 | −1 | 0.990 |
| 40 | −1 | 0.924 |

The \(7\times7\) mesh is right with a flux closer to \(\pi\) than that of the wrong \(5\times5\) mesh. Its false transition is just above 45 meV, while that of \(N=5\) is below. A flux near \(\pi\) says that the branch choice is fragile; it does not say on which side the true value lies.

Large fluxes persist at \(N=40\) because the Berry flux of a nearly massless valley is concentrated close to \(K\). With \(d_z\simeq m<0\), the formula \(\Phi=-\pi-\tfrac12\oint z\,d\alpha\) gives, for a circle of radius \(q\) about \(K\),
\[
\Phi\simeq-\pi\left[1-\frac{|m|}{\sqrt{m^2+(\hbar vq)^2}}\right].
\]
This approaches \(-\pi\) once \(q\) is many times \(|m|/\hbar v\). Here \(|m|/\hbar v=6.96/529=0.013\) nm\(^{-1}\) for \(a=0.47\) nm, against a mesh side of 0.39 nm\(^{-1}\).

When \(N\) is divisible by 3, the valleys are mesh points. For \(|M|<M_c\) the state at \(K\) is \((1,0)\), with real positive overlap with its neighbours in our gauge. For \(N\ge6\) and small neighbouring \(z\), a plaquette with a corner at \(K\) then has \(|F|\simeq\beta/2\), where \(\beta\) is the difference in \(\alpha\) between the two neighbours of \(K\) in that plaquette. On a fine mesh \(\beta\) is the rhombus angle, \(120^\circ\) or \(60^\circ\), which gives \(\pi/3\) or \(\pi/6\). At \(N=6\) the neighbours are too far from \(K\) for \(f\) to be linear, and the two \(60^\circ\) plaquettes have \(\beta=0\) and \(120^\circ\) instead. The largest flux is still close to \(\pi/3\), as the table shows for \(N=6\) and 9. The mesh reads the sign of the mass directly: \(N=6,9,12\) remain correct at \(M=0.999M_c\), with all fluxes below \(\pi/2\).

Two tiny meshes fail outright:

- **\(N=3\).** \(K\) and \(K'\) are opposite corners of one plaquette. For \(|M|<M_c\) their states are \((1,0)\) and \((0,1)\). The other corners have \(f=\pm i\sqrt3t_1\) and equal \(d_z=M\), so their states are \((p,\mp iq)\) with \(p,q>0\). The link product is \(p\cdot p\cdot(iq)(iq)=-p^2q^2\), and the flux is exactly \(\pm\pi\). Any integer printed is a rounding accident.
- **\(N=2\), \(M=0\).** Neighbours with \(f=t_1\) and \(-t_1\) both have \(d_z=0\). Their lower states are orthogonal, and the link has no phase.

Small fluxes can also deceive. Take \(t_2=t_1\), \(M=0.95M_c=4.94t_1\) and \(N=4\). On this mesh \(S\le2\), so \(d_z\ge4.94t_1-4t_1>0\) at every sampled point. The negative mass at \(K\) is never seen. The mesh gives 0 instead of \(-1\), while its largest flux is only \(0.146\pi\). Raising \(t_2/t_1\) at the same \(M/M_c\) drives \(z\) towards 1 at every sampled point, so the largest flux can be made as small as one likes while the true \(C\) stays \(-1\). No fixed threshold on \(|F|\) can therefore certify a result for all parameters.

## A sufficient certificate

Information between mesh points is needed, and a bound on the variation of \(\mathbf d\) supplies it. Put \(h=2\pi/N\). From a plaquette centre, each angle changes by at most \(h/2\). Therefore
\[
|\Delta f|\le t_1h,\qquad |\Delta S|\le\frac h2+\frac h2+h=2h,
\]
\[
|\Delta\mathbf d|\le h\sqrt{t_1^2+16t_2^2}.
\]
If this bound is smaller than \(|\mathbf d_c|\) at every centre \(c\), the integer is correct. The proof has three parts.

First, the condition gives \(\mathbf d\cdot\mathbf d_c>0\) throughout the plaquette. The unit vectors \(\mathbf n=\mathbf d/|\mathbf d|\) thus stay in an open hemisphere.

Second, \(A=-\tfrac12(1+z)\partial\alpha\) makes \(\Phi_p\) half the signed solid angle swept by \(\mathbf n\), since \(d\alpha\,dz\) is the area element of the sphere. A link has the phase of transport along the short great-circle arc: with axes chosen so that the arc lies in the \(xz\) plane, the states are real, \(A=0\) and the overlap is positive. So \(\delta_e\) is half the area between the true edge and this arc. Both curves lie in the hemispheres of both adjoining plaquettes, whose intersection has no holes, so the two plaquettes assign the same \(\delta_e\).

Third, the unwrapped flux is then half the signed area of a four-sided great-circle polygon in an open hemisphere. Central projection turns it into a plane quadrilateral, which winds at most once around any point. The area is below \(2\pi\) in magnitude, the flux is below \(\pi\), and every \(n_p=0\).

It suffices that \(N>2\pi\sqrt{t_1^2+16t_2^2}/\min|\mathbf d|\). With \(\min|\mathbf d|=6.96\) meV, half the gap, this gives \(N=1174\); at \(M=0\) it gives 158. The condition was verified at all centres, and the largest fluxes are about \(0.10\pi\). These meshes are sufficient, not necessary: \(N=6\) already gives the right integer.

In practice, first reject vanishing links and fluxes at \(\pm\pi\). Then include the momenta where the gap can close; here, use \(N\) divisible by 3 and at least 6. Where proof is required, apply the certificate. Agreement between two meshes is useful evidence but not proof, as \(N=4\) and 5 show.

## Reading the numbers for a buckled sheet

The parameters roughly resemble one spin species of free-standing stanene, with a gap near 0.1 eV at \(M=0\) and a buckling height \(b\) of about 0.085 nm. The resemblance covers gap and geometry, not velocity: \(\hbar v=0.529\) eV nm means \(v=8.0\times10^5\) m/s, whereas \(sp^3\) tight-binding models of buckled tin give about \(5\times10^5\) m/s. The opposite spin has \(\phi\to-\phi\) and opposite \(C\), so the total charge Hall response vanishes. If each Dirac state lies wholly on one sublattice, a perpendicular field \(E\) inside the sheet gives \(M=eEb/2\). In an \(sp^3\) description the states have some weight on the other sublattice, and \(M\) is only about 0.5 to 0.9 of this value, depending on the parameters, so the fields below are lower bounds. Reaching 45 meV takes 10.6 MV/cm, and \(M_c\) takes 12.2 MV/cm. These are extreme fields, comparable with a rough oxide breakdown field of 10 MV/cm; screening would raise the applied field further.

The integer describes a filled band at zero temperature. With the chemical potential at midgap, the two bands have opposite curvature and the occupation difference is \(\tanh(|\mathbf d|/2k_BT)\). The single-spin Hall response at 300 K is then \(0.68\,e^2/h\) instead of 1 at \(M=45\) meV, since \(k_BT=25.9\) meV exceeds the half gap. Halving the integration spacing shifts it by less than \(10^{-4}e^2/h\). At \(M=0\) it is \(0.93\,e^2/h\).

An in-plane field \(E_\parallel\) also excites carriers. Near \(K\), the Landau–Zener probability is \(\exp[-\pi m^2/(\hbar veE_\parallel)]\) at normal passage, with a field scale of only 2.9 kV/cm for the model velocity; the scale goes as \(1/v\) and is nearer 5 kV/cm for \(v\approx5\times10^5\) m/s. In scaled form, \(H=s\sigma_x+g\sigma_z\) with time \(s\), the law is \(e^{-\pi g^2}\); time evolution at \(g=0.5\) gives 0.4559, as does the law. A rough 10 meV intrinsic Rashba coupling mixes spins by about 0.06 meV at \(q=|m|/\hbar v\) (about 0.1 meV with the smaller velocity), small beside the half gap. Rashba coupling induced by the perpendicular field, disorder, substrate bonding and other orbitals are omitted, so this is a model estimate, not a device prediction. The full numerical output follows.

## Calculated quantities

```
t1 = 1.30 eV, t2 = 10.0 meV, phi = pi/2
lattice constant 0.47 nm, buckling 0.085 nm
M = 45.0 meV, Mc = 51.96 meV
half gap 6.96 meV, full gap 13.92 meV
C from curvature integral = -1.000002
phase-diagram points checked = 16
largest gauge change of a flux = 4.4e-16 rad
N, mesh integer, max|F|/pi, smallest link modulus:
    4   0 0.98531 0.7071
    5   0 0.99275 0.3090
    6  -1 0.34116 0.7043
    7  -1 0.99902 0.6235
    8  -1 0.99033 0.3827
    9  -1 0.33381 0.7067
   10  -1 0.99001 0.5878
   12  -1 0.33207 0.7083
   40  -1 0.92448 0.5247
N=4 failing plaquette (i,j) = (1,2)
  true Berry flux = -1.00556 pi
  edge correction = -0.00913 pi
  unwrapped flux  = -1.01469 pi
  reported flux   = 0.98531 pi, n = -1
N, false transition M* (meV), polygon formula (meV), M*/Mc:
    4 30.001 30.000 0.5774
    5 42.227 42.227 0.8127
    7 45.574 45.574 0.8771
    8 48.022 48.022 0.9242
   10 48.968 48.967 0.9424
N^2(1-M*/Mc), N=100: 5.3063, N=101: 5.2232
  their mean 5.2648, limit 5.2638
N=2, M=0: smallest link modulus = 1.8e-16
N=3: max|F|/pi = 1.0000000000
counterexample t2=t1, M=0.95Mc, N=4: max|F| = 0.1460 pi
  mesh integer 0, true C -1
certified N at M=45 meV: 1174, max|F| = 0.1044 pi
certified N at M=0: 158, max|F| = 0.1026 pi
kT at 300 K = 25.85 meV
|Hall| per spin at 300 K, M=45 meV: 0.6840 e^2/h
  shift on halving the spacing: -6.9e-05 e^2/h
|Hall| per spin at 300 K, M=0: 0.9315 e^2/h
perpendicular field for M: 10.59 MV/cm
perpendicular field for Mc: 12.23 MV/cm
hbar v = 0.5291 eV nm
in-plane tunnelling field scale = 2.877 kV/cm
tunnelling test: evolved 0.4559, law 0.4559
Rashba input 10 meV, mixing at q=m/(hbar v): 0.0618 meV
```
